# Magnetic force theorem for anisotropy energies: proof, errors and a model test, part 2

The magnetic force theorem takes the magnetocrystalline anisotropy from a frozen scalar-relativistic (SR, $\xi=0$) potential. Units are Hartree, energies are per cell, and $N$ and $T>0$ are fixed. For charge and spin densities $\rho_\alpha=\langle O_\alpha\rangle$,

$$F=\langle H_0+\xi W\rangle-TS+E[\rho],\qquad W=\mathbf L\cdot\mathbf S=\tfrac12\,\mathbf L\cdot\boldsymbol\sigma .$$

$H_0$ is real and spin-independent; $E$ is invariant under global spin rotations. Spin components refer to a frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$, with the moment along $\mathbf n$. The SR solution has density $\rho_0$, potential $v_0$, chemical potential $\mu_0$ and moment $M_0$.

$G[v]$ is the band free energy of $H_0+\xi W+v\cdot O$. With levels $\varepsilon_n$, $x=(\varepsilon-\mu)/T$, occupations $f=1/(1+e^x)$ and level entropy $s$, $\Omega=\sum_n\phi(\varepsilon_n)$, $\phi=-T\ln(1+e^{-x})$, $D=-\sum f'$, $Y(\mu)=\Omega(\mu)+\mu N$, and

$$G=\max_\mu\,[\Omega(\mu)+\mu N].$$

The theorem is

$$F(\mathbf n)=G[v_0;\mathbf n]+C+\epsilon(\mathbf n),\qquad C=E[\rho_0]-v_0\cdot\rho_0 .$$

Let $w,\rho$ be self-consistent, $\delta v=w-v_0$, $\delta=\rho-\rho_0$, and $\delta_{\rm out}=\rho_{\rm out}-\rho_0$, where $\rho_{\rm out}$ comes from frozen $v_0$. With $\chi=\partial\rho/\partial v|_N$ and $\mathsf f=\partial^2E/\partial\rho\,\partial\rho$, $\epsilon=B_s+B_E$ exactly:

$$B_s=-\int_0^1 t\;\delta v\cdot\chi(v_0+t\,\delta v)\,\delta v\;dt\ \ge 0,\qquad B_E=\int_0^1(1-t)\;\delta\cdot\mathsf f(\rho_0+t\delta)\,\delta\;dt .$$

The one-shot (quadratic) estimate is

$$\epsilon=\tfrac12\,\delta v\cdot\delta_{\rm out}+O(\delta_{\rm out}^3),$$

or $\tfrac12\mathsf f\,\delta_{\rm out}^2/(1-\chi\mathsf f)$ for a single decoupled mode. At $\xi=0$, $1-\chi\mathsf f$ has two zero eigenvalues (rigid spin rotations) and otherwise positive ones.

In the collinear definition, $E$ omits transverse spin densities; $\delta_{\rm out}=O(\xi^2)$ and $\epsilon=O(\xi^4)$. In the noncollinear one, multipliers $h$ make only the transverse total moment vanish; spins can cant locally at first order, giving $\epsilon=O(\xi^2)$. For real symmetric $Q$, real orbitals $a,b$ and $\mathbf L=i\boldsymbol\lambda$, the canting is $\delta\mathbf m[Q]=\xi\,\mathbf A[Q]\times\mathbf n$, with

$$\mathbf A[Q]=\sum_{ab}\Lambda_{a\uparrow,b\downarrow}\,Q_{ab}\,\boldsymbol\lambda_{ab},\qquad \Lambda_{mn}=\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n}.$$

At fixed $\mu$, the density response is

$$\chi^\mu_{\alpha\beta}=\sum_{mn}\Lambda_{mn}\,\mathrm{Re}\,[(O_\alpha)_{mn}^*(O_\beta)_{mn}].$$

The signal begins with $G=G_0+\tfrac12\xi^2\chi_{WW}(\mathbf n)+O(\xi^3)$.

**Q.** I would like to see this in numbers, on something where the self-consistent answer is known.

**A.** Take a model $p$ band on a simple tetragonal lattice with round parameters. The band energies are $\varepsilon_x=2(t_\sigma\cos k_x+t_\pi\cos k_y+t^c_\pi\cos k_z)$, the same with $x\leftrightarrow y$ for $p_y$, and $\varepsilon_z=2(t_\pi\cos k_x+t_\pi\cos k_y+t^c_\sigma\cos k_z)+\Delta$, with $t_\sigma=0.04$, $t_\pi=-0.01$, $t^c_\sigma=0.02$, $t^c_\pi=-0.005$ and $\Delta=0.02$ Ha. There are $N=2$ electrons, $T=0.01$ Ha is a smearing rather than a laboratory temperature, and the model is defined on a shifted $16^3$ mesh. The matrices are $Q_0=1$ and five orthonormal traceless symmetric ones, among them $Q_2=\mathrm{diag}(-1,-1,2)/\sqrt6$ and $Q_{xz}=(|x\rangle\langle z|+|z\rangle\langle x|)/\sqrt2$. With $\mathbf M=\langle\boldsymbol\sigma\rangle$, $q_a=\langle Q_a\rangle$ and $\mathbf m_a=\langle Q_a\boldsymbol\sigma\rangle$,

$$E=-\tfrac I4|\mathbf M|^2+\tfrac g4|\mathbf M|^4+\tfrac U2\sum_aq_a^2-\tfrac J2\sum_a|\mathbf m_a|^2,$$

with $I=0.12$, $g=0.01$, $U=0.05$, $J=0.03$ Ha. The program and its output follow this text. It computes $F$ from expectation values of $H_0$ and $W$, the entropy and $E$, and computes $G$ from the logarithmic formula for $\Omega$.

The scalar-relativistic solution has $M_0=1.629678$, $q_2=-0.072843$ and $m_2=0.072729$. The exchange field is $IM_0/2-gM_0^3=0.097781-0.043282=0.054499$ Ha. In $C$, a term of degree $p$ in the density contributes $(1-p)$ times its value, so $C=\tfrac I4M_0^2-\tfrac{3g}4M_0^4-\tfrac U2q_2^2+\tfrac J2m_2^2=0.079676-0.052902-0.000133+0.000079=0.02672$ Ha. The lowest nonzero eigenvalue of $1-\chi\mathsf f$ is $0.62$, so the solution is stable and not close to an instability. The program tests the derivatives of $G$ and $E$ against finite differences, the sign of $\chi$, the two zero modes, the independence of $G$ of the direction at $\xi=0$, and the vanishing linear response of charge and longitudinal spin.

At $\xi=0.005$ Ha, with $K=F(x)-F(z)$, the force theorem gives

$$K_{\rm FT}=-0.1612310313-(-0.1612202445)=-1.0787\times10^{-5}\ \text{Ha}=-0.2935\ \text{meV},$$

so the moment prefers the plane to the $z$ axis. The second-order coefficient is $\tfrac12(-17.20826+16.27252)=-0.46787\ \text{Ha}^{-1}$, and the program tests it against the extrapolation of band free energies to $\xi\to0$. At $\xi=0.005$ Ha it would give $-1.170\times10^{-5}$ Ha, which exceeds $K_{\rm FT}$ in magnitude by 8% of $K_{\rm FT}$. That difference is the sum of all higher orders of $G$ in $\xi$, which the force theorem keeps; the program does not separate them at this $\xi$.

In the collinear definition the density changes by $|\delta|\approx1.5\times10^{-3}$ to $1.7\times10^{-3}$ over the three directions, and the errors are $\epsilon(z)=3.245\times10^{-8}$ Ha and $\epsilon(x)=3.127\times10^{-8}$ Ha. Along $z$ the integrals give $B_s+B_E=(1.040+2.205)\times10^{-8}$ Ha, and the program tests this sum against the direct difference $F-G-C$ for every direction and both definitions. The one-shot estimate $\tfrac12\delta v\cdot\delta_{\rm out}=3.250\times10^{-8}$ Ha is off by 0.2% of $\epsilon$. The error in the anisotropy is $\epsilon(x)-\epsilon(z)=-1.18\times10^{-9}$ Ha, or $1.1\times10^{-4}$ of the self-consistent $K=-0.2936$ meV. Each single $\epsilon$ is about $3\times10^{-3}$ of $|K|$, so much of this accuracy comes from cancellation between the two directions in this model. The cancellation makes the difference sensitive to the mesh: on a $24^3$ mesh it is $-0.99\times10^{-9}$ Ha, or $0.9\times10^{-4}$ of $K$, while $K_{\rm FT}$ keeps the digits shown. The parts of $\epsilon$ even in $\xi$, at $\xi=0.001$ and $0.002$ Ha, scale with the powers $4.000$, $3.999$ and $3.999$ along $z$, at $45^\circ$ and along $x$.

**Q.** And when the transverse densities are allowed to relax?

**A.** Then the force theorem misses a large part of the anisotropy in this model. The leading term can be derived in closed form. The scalar-relativistic Hamiltonian is diagonal in $p_x,p_y,p_z$ at every $k$, and $(L_k)_{ij}=-i\epsilon_{kij}$ gives $(\lambda_k)_{ij}=-\epsilon_{kij}$. Let $\bar\Lambda$ denote the $k$ average of $\Lambda$. Diagonal $Q$, including the total moment, have $\mathbf A=0$ because $\boldsymbol\lambda_{aa}=0$. For $Q_{xz}$ only $\lambda_y$ has matching elements, $(\lambda_y)_{xz}=+1=-(\lambda_y)_{zx}$, so $\mathbf A[Q_{xz}]=a\,\hat{\mathbf y}$ with $a=(\bar\Lambda_{x\uparrow,z\downarrow}-\bar\Lambda_{z\uparrow,x\downarrow})/\sqrt2$. For $Q_{yz}$, $(\lambda_x)_{yz}=-1$ and the fourfold axis give $-a\,\hat{\mathbf x}$. For $Q_{xy}$ the difference $\bar\Lambda_{x\uparrow,y\downarrow}-\bar\Lambda_{y\uparrow,x\downarrow}$ vanishes under $k_x\leftrightarrow k_y$. With $\mathbf n=(\sin\theta,0,\cos\theta)$ we have $|\hat{\mathbf y}\times\mathbf n|=1$ and $|\hat{\mathbf x}\times\mathbf n|=|\cos\theta|$, so $|\partial\rho/\partial\xi|^2=a^2(1+\cos^2\theta)$. The output has $|a|=2.55348\ \text{Ha}^{-1}$ along $x$, and $\sqrt{1.5}\,|a|=3.12736$ and $\sqrt2\,|a|=3.61117\ \text{Ha}^{-1}$ are the printed values at $45^\circ$ and along $z$.

These modes decouple. Different $Q$ connect different orbital pairs, and between $Q\sigma_1$ and $Q\sigma_2$ the product of matrix elements is imaginary. Each mode has $\mathsf f=-J$ and the same $\chi_t=\bar\Lambda_{x\uparrow,z\downarrow}+\bar\Lambda_{z\uparrow,x\downarrow}$, from two pairs, each in two orders with $|Q_{ab}|^2=\tfrac12$. The single-mode formula gives

$$\epsilon\to\xi^2c\,(1+\cos^2\theta),\qquad c=-\frac{J a^2}{2\,(1+J\chi_t)}<0 .$$

The printed $c=-0.15200\ \text{Ha}^{-1}$, together with $Ja^2/2=0.015\times6.5203=0.09780\ \text{Ha}^{-1}$, implies $1+J\chi_t=0.643$. The program tests the perturbative coefficients $-0.3040$, $-0.2280$ and $-0.1520\ \text{Ha}^{-1}$, their sign and the factor $1+\cos^2\theta$ against extrapolated self-consistent values. The relaxation lowers $z$ twice as much as $x$ and so works against the in-plane preference. As $\xi\to0$ the error does not become small against the signal: $[\epsilon(x)-\epsilon(z)]/K_{\rm FT}\to0.15200/(-0.46787)=-0.325$.

At $\xi=0.005$ Ha, $|\delta|$ is $2.9\times10^{-2}$ along $z$ and $2.0\times10^{-2}$ along $x$. Along $z$, $B_s+B_E=(4.712-12.820)\times10^{-6}=-8.108\times10^{-6}$ Ha, and along $x$, $\epsilon=-3.780\times10^{-6}$ Ha. Hence $K=(-10.787+4.328)\times10^{-6}=-6.459\times10^{-6}$ Ha $=-0.176$ meV. The error is 40% of $|K_{\rm FT}|$, or 67% of the self-consistent $|K|$. Its size is set by $J$, $a$, $\chi_t$ and $K_{\rm FT}$, which all follow from model choices, so it says nothing about a particular magnet; what carries over is the order in $\xi$. The one-shot estimates, $-8.112\times10^{-6}$ and $-3.781\times10^{-6}$ Ha, are within 0.05% of $\epsilon$, so the quadratic formula repairs the failure. The program also tests that $h$ vanishes along $z$ and $x$ and does not vanish at $45^\circ$, where it is $4.0\times10^{-6}$ Ha.

**Q.** Cubic crystals have much weaker anisotropy. Does the collinear estimate still protect the theorem there?

**A.** It does not. In the frame attached to $\mathbf n$, $W=\tfrac12\sum_{ia}R_{ia}L_i\sigma_a$ with fixed Pauli matrices, where the columns of the rotation matrix $R$ are $\mathbf e_1,\mathbf e_2,\mathbf n$, and nothing else in the problem depends on the direction. The term of order $\xi^p$ in $G$, $F$ or $\epsilon$ is therefore a polynomial of degree $p$ in the entries of $R$. Each entry carries angular momentum one under rotations, so the term contains angular momenta $l\le p$. It does not depend on how $\mathbf e_1,\mathbf e_2$ are turned about $\mathbf n$, so it is a function on the sphere. Time reversal leaves $H_0$ and $W$ unchanged and reverses all spin densities. If $E$ is unchanged by that reversal, as it is in the model and automatically for collinear densities, where the reversal is a rotation by $\pi$, the function is even in $\mathbf n$ and only even $l$ occur. An $l=2$ function is $\mathbf n\cdot\tau\mathbf n$ with $\tau$ symmetric and traceless. The twofold axes of a cube make $\tau$ diagonal, the threefold axes make its entries equal, and tracelessness makes them zero. Orders $\xi^2$ and $\xi^3$ are thus isotropic, and the anisotropy starts at $\xi^4$ with $l=4$. The collinear $\epsilon$ is quadratic in a second-order density change with $l\le2$, so it contains $l=4$ at the same order $\xi^4$.

The cubic variant of the model has $t^c_\sigma=t_\sigma$, $t^c_\pi=t_\pi$, $\Delta=0$ and $M_0=1.562962$. For the collinear difference between $[101]$ and $[001]$, the tested powers of the even parts are $4.02$ for $K_{\rm FT}$ and $4.00$ for the error. At $\xi=0.002$ Ha, $K_{\rm FT}=2.96\times10^{-11}$ Ha and the error is $1.216\times10^{-10}$ Ha, which is $4.1$ times $K_{\rm FT}$. The self-consistent value is $1.51\times10^{-10}$ Ha, of which the force theorem gives about one fifth. These digits belong to the $16^3$ mesh: on $24^3$ and $32^3$ meshes $K_{\rm FT}$ is about 10% larger, $3.27\times10^{-11}$ and $3.25\times10^{-11}$ Ha, the error changes by less than 0.1%, and the ratio is $3.7$. At $\xi=0.004$ Ha the ratio is $3.1$. The drift comes from $K_{\rm FT}/\xi^4$, which rises from $1.85$ to $2.46\ \text{Ha}^{-3}$ while the error over $\xi^4$ moves from $7.60$ to $7.71\ \text{Ha}^{-3}$. The even part of $K_{\rm FT}/\xi^4$ grows only by the factor $2^{0.021}=1.015$, so the rest of the rise is due to terms odd in $\xi$, which begin at $\xi^5$. The power counting says that error and signal are of one order. That the error is the larger of the two is a property of this model which I have not derived. In a cubic crystal the accuracy of the force theorem has to be checked case by case. In the collinear definition this can be done by self-consistency or by the quadratic correction, whose own remainder is $O(\xi^6)$. If the spins can cant at first order in $\xi$, the remainder $O(\delta_{\rm out}^3)$ of the quadratic correction can itself contain an anisotropy of order $\xi^4$, and self-consistency is the safe check.

**Q.** In practice one might keep the Fermi level of the scalar-relativistic run, or drop the entropy. Which shortcut does the theorem allow?

**A.** The first, if the grand potential is used. $Y(\mu)$ has its maximum $G$ at the true $\mu$ and curvature $-D$, so with $\delta\mu=\mu-\mu_0$,

$$G-[\Omega(\mu_0)+\mu_0N]=\tfrac12D\,\delta\mu^2+O(\delta\mu^3),$$

which is $O(\xi^4)$, and $\mu_0N$ drops out of differences. The program tests this relation. In the example $D=26.93\ \text{Ha}^{-1}$, and $\delta\mu=-1.1884\times10^{-4}$ Ha along $z$ and $-0.8226\times10^{-4}$ Ha along $x$ give $1.902\times10^{-7}$ and $0.911\times10^{-7}$ Ha. Their difference, $-0.99\times10^{-7}$ Ha, matches $K_{\rm FT}-K_\Omega=(-1.078687+1.068772)\times10^{-5}$ Ha. It is 0.9% of $K_{\rm FT}$, far larger here than the collinear relaxation error though of the same order in $\xi$. In a cubic crystal the counting of the previous answer applies to $\delta\mu$ itself, a scalar that depends on $\mathbf n$ only through $W$: its terms of order $\xi^2$ and $\xi^3$ are isotropic and its anisotropy starts at $\xi^4$. The term $\tfrac12D\,\delta\mu^2$ is then isotropic at orders $\xi^4$ and $\xi^5$, and its direction-dependent part is $O(\xi^2\cdot\xi^4)=O(\xi^6)$, two orders below the signal. The program does not test this case.

The entropy cannot be dropped. From $\phi=-T\ln(1+e^{-x})$ and $\partial x/\partial T=-x/T$ one finds $\partial\phi/\partial T=-\ln(1+e^{-x})-fx=-s$, and stationarity in $\mu$ gives $S=-\partial G/\partial T$ at fixed $N$ and $v$. The eigenvalue sum is $G+TS$, so its anisotropy is $K_{\rm FT}-T\,\partial K_{\rm FT}/\partial T$. The extra term is $O(\xi^2)$ whenever $K_{\rm FT}$ is, and the tested power is $1.995$. In the example $TS(x)-TS(z)=0.0087548541-0.0087656083=-1.0754\times10^{-5}$ Ha, and the bare sum gives $-2.154\times10^{-5}$ Ha, twice $K_{\rm FT}$. The factor two means only that $|K_{\rm FT}|$ at frozen potential falls about as $1/T$ near this smearing. Free energy and eigenvalue sum coincide when $T\,\partial K_{\rm FT}/\partial T$ is negligible against $K_{\rm FT}$, as in an insulator with $T$ far below the gap.

**Q.** Two assumptions still trouble me. The spin-orbit strength comes from the gradient of the potential, so it is not really fixed. And real metals are used near $T=0$.

**A.** If $\xi W$ is built once from the scalar-relativistic potential and then frozen in both the one-shot and the self-consistent calculation, the proof applies as it stands. If it is updated with the density, $F$ acquires a term $\delta\xi\,\langle W\rangle$ that is linear in the density change, and the statement about second order in $\delta\rho$ no longer holds literally. Power counting, which the program does not test, gives its size: $\langle W\rangle=\xi\chi_{WW}=O(\xi)$, and $\delta\xi$ is $\xi$ times a relative change of the charge potential of order $\xi^2$, so the term is $O(\xi^4)$. It stays below a uniaxial anisotropy. In a cubic crystal a single number $\delta\xi$ and $\langle W\rangle=\partial G/\partial\xi$ are both isotropic at leading order, their anisotropies start at $\xi^5$ and $\xi^3$, and the direction-dependent part of the product is $O(\xi^6)$. This protection can be lost in two ways. The nonspherical, $l=2$ part of the potential change may enter the spin-orbit operator. Or the cubic cell may contain several sites of lower than cubic symmetry, each with its own $\delta\xi_i$; then $\delta\xi_i$ and $\langle W_i\rangle$ can depend on direction already at orders $\xi^3$ and $\xi$. In both cases the term can reach the order $\xi^4$ of the cubic signal.

As $T\to0$ in a metal, the split $\epsilon=B_s+B_E$ and the inequality $B_s\ge0$ survive, since the first is algebra and the second needs only concavity of $G$. The orders in $\xi$ are less secure. Where scalar-relativistic bands that $W$ couples are degenerate at the Fermi level, $\Lambda$ is of size $1/T$, and the expansion in $\xi$ holds only for $\xi$ small against $T$. Beyond that range the error remains quadratic in the actual density change, provided $\chi$ and $\mathsf f$ stay bounded along the two paths, but the density change has to be computed from the frozen-potential calculation rather than read off from a power of $\xi$.

## Numbers as computed

```
hopping in plane ts, tp = 0.04, -0.01 Ha; axial = 0.02, -0.005 Ha; pz shift = 0.02 Ha
N = 2.0, T = 0.01 Ha, mesh = 16^3, xi = 0.005 Ha
I, g, U, J = 0.12, 0.01, 0.05, 0.03 Ha
SR moment M0 = 1.629678 (electrons), exchange field = 0.054499 Ha
SR q2 = -0.072843, m2 = 0.072729 (electrons)
SR mu0 = -0.027850 Ha, D = 26.9309 1/Ha
SR F0 = -0.13429192 Ha, C = 0.02672063 Ha
lowest nonzero eigenvalue of 1 - chi f = 0.6198
z: G = -0.1612202445 Ha, TS = 0.0087656083 Ha, dmu = -1.1884e-04 Ha
z col: F = -0.1344995795 Ha, |d rho| = 1.5648e-03
z col: eps, est, Bs, BE = 3.2449e-08, 3.2504e-08, 1.0399e-08, 2.2050e-08 Ha
z non: F = -0.1345077202 Ha, |d rho| = 2.9317e-02
z non: eps, est, Bs, BE = -8.1083e-06, -8.1116e-06, 4.7116e-06, -1.2820e-05 Ha
45: G = -0.1612256393 Ha, TS = 0.0087602413 Ha, dmu = -1.0050e-04 Ha
45 col: F = -0.1345049694 Ha, |d rho| = 1.6520e-03
45 col: eps, est, Bs, BE = 3.7430e-08, 3.7475e-08, 1.3221e-08, 2.4210e-08 Ha
45 non: F = -0.1345109461 Ha, |d rho| = 2.5073e-02
45 non: eps, est, Bs, BE = -5.9393e-06, -5.9411e-06, 3.4157e-06, -9.3550e-06 Ha
x: G = -0.1612310313 Ha, TS = 0.0087548541 Ha, dmu = -8.2255e-05 Ha
x col: F = -0.1345103676 Ha, |d rho| = 1.5106e-03
x col: eps, est, Bs, BE = 3.1269e-08, 3.1307e-08, 1.3229e-08, 1.8039e-08 Ha
x non: F = -0.1345141789 Ha, |d rho| = 1.9915e-02
x non: eps, est, Bs, BE = -3.7801e-06, -3.7811e-06, 2.1118e-06, -5.8919e-06 Ha
constraining field h at 45 deg = 3.9669e-06 Ha
K force theorem = -1.078687e-05 Ha = -0.2935 meV
K scf col = -1.078805e-05 Ha = -0.2936 meV, (K-Kft)/K = 1.094e-04
K scf non = -6.458703e-06 Ha = -0.1758 meV, (K-Kft)/K = -6.701e-01
K from eigenvalue sum without -TS = -2.154111e-05 Ha
K from grand potential at mu0 = -1.068772e-05 Ha
chi_WW z, x = -16.27252, -17.20826 1/Ha
K/xi^2 limit: perturbation -0.46787, numerical -0.46787 1/Ha
K2*xi^2 = -1.169677e-05 Ha
z: |d rho/d xi| = 3.61117 1/Ha, collinear eps power = 4.000
z: noncollinear eps/xi^2: formula -3.03991e-01, scf -3.03991e-01 1/Ha
45: |d rho/d xi| = 3.12736 1/Ha, collinear eps power = 3.999
45: noncollinear eps/xi^2: formula -2.27993e-01, scf -2.27993e-01 1/Ha
x: |d rho/d xi| = 2.55348 1/Ha, collinear eps power = 3.999
x: noncollinear eps/xi^2: formula -1.51996e-01, scf -1.51995e-01 1/Ha
limit xi->0 of noncollinear (eps_x-eps_z)/Kft = -3.2487e-01
scaling xi values = (0.001, 0.002) Ha; power of TS anisotropy = 1.995
cubic: M0 = 1.562962 (electrons), xi values = (0.002, 0.004) Ha
cubic powers: Kft 4.021, error 3.995
cubic xi = 0.002: Kft = 2.9596e-11 Ha, error = 1.2155e-10 Ha, ratio = 4.1070
cubic xi = 0.004: Kft = 6.2909e-10 Ha, error = 1.9743e-09 Ha, ratio = 3.1384
```
